# Inversion symmetry, the P·curl P invariant and spontaneous handedness: a numerical check

```python
"""Result under test: inversion, P'(r) = -P(-r), forbids every bulk energy term
K_ijk P_i d_j P_k, including P.curl P, in a centrosymmetric parent. Textures with
H = integral of P.curl P different from zero then occur in degenerate pairs.
Wall model (dimensionless): normal x, components y and z of P, kappa = beta = Ps = 1,
gamma = cost of the y component, D = coefficient of P.curl P.
Cell model (SI): P = P0 (0, sin theta, cos theta), twist constant K, thickness d.
"""
import itertools
import numpy as np
import sympy as sp
from scipy import constants
from scipy.integrate import simpson, solve_bvp
from scipy.optimize import minimize, minimize_scalar

# ---------- 1. P.curl P under proper and improper operations ----------
X = sp.symbols("x y z", real=True)


def curl(v):
    return sp.Matrix([sp.diff(v[2], X[1]) - sp.diff(v[1], X[2]),
                      sp.diff(v[0], X[2]) - sp.diff(v[2], X[0]),
                      sp.diff(v[1], X[0]) - sp.diff(v[0], X[1])])


x, y, z = X
sample = sp.Matrix([x*y + z**2 + 2*y, y*z - x**2 + z, x*z + 3*y**2 + x])
helicity = sp.expand(sample.dot(curl(sample)))
assert helicity != 0
operations = {"inversion": -sp.eye(3), "mirror": sp.diag(-1, 1, 1),
              "rotation": sp.Matrix([[0, -1, 0], [1, 0, 0], [0, 0, 1]])}
print("Sign of P.curl P under each operation:")
for name, R in operations.items():
    back = R.T * sp.Matrix(X)
    swap = dict(zip(X, back))
    image = R * sample.subs(swap, simultaneous=True)
    new = sp.expand(image.dot(curl(image)))
    old = sp.expand(helicity.subs(swap, simultaneous=True))
    sign = sp.simplify(new / old)
    assert sign == R.det()
    print(f"  {name}: {int(sign):+d}")

# ---------- 2. Which part of K_ijk P_i d_j P_k acts in the bulk ----------
F = [sp.Function(n)(*X) for n in ("Px", "Py", "Pz")]


def euler_lagrange(density):
    return [sp.expand(sp.diff(density, f)
            - sum(sp.diff(sp.diff(density, sp.Derivative(f, c)), c) for c in X))
            for f in F]


vector = sp.Matrix(F)
variation = euler_lagrange(sp.expand(vector.dot(curl(vector))))
assert all(sp.expand(a - 2*b) == 0 for a, b in zip(variation, curl(vector)))
rng = np.random.default_rng(4)
raw = rng.integers(-5, 6, (3, 3, 3))
symmetric = raw + raw.transpose(2, 1, 0)
surface = sum(int(symmetric[i, j, k]) * F[i] * sp.diff(F[k], X[j])
              for i, j, k in itertools.product(range(3), repeat=3))
assert all(term == 0 for term in euler_lagrange(surface))

# ---------- 3. Invariant tensors by averaging over point groups ----------
inv = -np.eye(3, dtype=int)
rot4 = np.array([[0, -1, 0], [1, 0, 0], [0, 0, 1]])
rot3 = np.array([[0, 0, 1], [1, 0, 0], [0, 1, 0]])
groups = {"-1": [inv], "m-3m": [rot4, rot3, inv], "432": [rot4, rot3],
          "-43m": [-rot4, rot3], "-42m": [-rot4, np.diag([1, -1, -1])],
          "4mm": [rot4, np.diag([-1, 1, 1])]}


def close_group(generators):
    found = {tuple(np.eye(3, dtype=int).ravel())}
    frontier = list(found)
    while frontier:
        fresh = []
        for flat in frontier:
            for g in generators:
                item = tuple((g @ np.array(flat).reshape(3, 3)).ravel())
                if item not in found:
                    found.add(item)
                    fresh.append(item)
        frontier = fresh
    return [np.array(f).reshape(3, 3) for f in found]


identity27 = np.eye(27)
exchange = identity27.reshape(3, 3, 3, 27).transpose(2, 1, 0, 3).reshape(27, 27)
antisym = (identity27 - exchange) / 2
epsilon = np.array([float(sp.LeviCivita(*t))
                    for t in itertools.product(range(3), repeat=3)])
print("Point group: order, bulk Lifshitz invariants, P.curl P allowed (1/0):")
table = {}
for name, generators in groups.items():
    members = close_group(generators)
    average = sum(np.kron(np.kron(g, g), g) for g in members) / len(members)
    count = np.trace(average @ antisym)
    allowed = epsilon @ average @ epsilon / 6
    table[name] = (round(count), round(allowed))
    assert abs(count - round(count)) < 1e-10
    print(f"  {name}: {len(members)}, {round(count)}, {abs(round(allowed))}")
assert table["-1"] == (0, 0) and table["m-3m"] == (0, 0)
assert table["432"] == (1, 1)
assert table["-42m"] == (1, 0) and table["4mm"] == (1, 0)
assert table["-43m"] == (0, 0)

# ---------- 4. Spontaneously chiral wall, relaxed numerically ----------
py, pz, dy, dz = sp.symbols("py pz dy dz")
gamma = 0.2
chiral_D = 0.01
grid = np.linspace(-20, 20, 501)
step = grid[1] - grid[0]
basic = ((dy**2 + dz**2)/2 + (py**2 + pz**2 - 1)**2/4 + gamma*py**2/2)


def make_energy(density):
    args = (py, pz, dy, dz)
    value = sp.lambdify(args, density, "numpy")
    slopes = [sp.lambdify(args, sp.diff(density, a), "numpy") for a in args]

    def energy(field):
        mid = (field[:, 1:] + field[:, :-1]) / 2
        der = np.diff(field, axis=1) / step
        local = (*mid, *der)
        g = np.array([s(*local) + 0*mid[0] for s in slopes])
        node = np.zeros_like(field)
        node[:, :-1] += step*g[:2]/2 - g[2:]
        node[:, 1:] += step*g[:2]/2 + g[2:]
        return step*np.sum(value(*local)), node
    return energy


def relax(density, amplitude, shift=0.0):
    energy = make_energy(density)
    field = np.array([amplitude/np.cosh((grid - shift)/2), np.tanh(grid - shift)])
    field[:, 0] = (0, -1)
    field[:, -1] = (0, 1)

    def target(flat):
        field[:, 1:-1] = flat.reshape(2, -1)
        e, node = energy(field)
        return e, node[:, 1:-1].ravel()
    best = minimize(target, field[:, 1:-1].ravel().copy(), jac=True,
                    method="L-BFGS-B",
                    options=dict(maxiter=20000, maxfun=40000, maxcor=30,
                                 ftol=1e-15, gtol=1e-9))
    field[:, 1:-1] = best.x.reshape(2, -1)
    mid = (field[:, 1:] + field[:, :-1]) / 2
    der = np.diff(field, axis=1) / step
    hand = step*np.sum(mid[1]*der[0] - mid[0]*der[1])
    return best.fun, hand, field.copy()


bloch_formula = np.sqrt(gamma)*(2 - 4*gamma/3)
ising_formula = 2*np.sqrt(2)/3
peak_formula = np.sqrt(1 - 2*gamma)
e_plus, h_plus, f_plus = relax(basic, 0.5)
e_minus, h_minus, f_minus = relax(basic, -0.9, 0.3)
e_ising, h_ising, _ = relax(basic, 0.0)
assert abs(e_plus/bloch_formula - 1) < 3e-3       # grid error of order step**2
assert abs(e_ising/ising_formula - 1) < 3e-3
assert abs(f_plus[0].max()/peak_formula - 1) < 5e-3
assert abs(h_plus/(-np.pi*peak_formula) - 1) < 5e-3
assert abs(h_minus/(np.pi*peak_formula) - 1) < 5e-3
assert e_plus < e_ising and abs(h_ising) < 1e-8
profile = np.array([peak_formula/np.cosh(grid*np.sqrt(gamma)),
                    np.tanh(grid*np.sqrt(gamma))])
assert np.max(np.abs(f_plus - profile)) < 2e-2

# Terms even under inversion but not under reversal of the y component alone.
low = (basic + sp.Rational(1, 10)*py*pz*(py**2 + pz**2 - 1)
       + sp.Rational(1, 5)*dy*dz - sp.Rational(1, 10)*py**2*dz)
l_plus, lh_plus, lf_plus = relax(low, 0.5)
l_minus, lh_minus, _ = relax(low, -0.9, 0.3)
flipped = lf_plus * np.array([[-1.0], [1.0]])
l_flip = make_energy(low)(flipped)[0]
assert abs(l_plus - l_minus) < 1e-6*l_plus
assert lh_plus < -1 and abs(lh_plus + lh_minus) < 1e-3*abs(lh_plus)
assert l_flip - l_plus > 1e-4*l_plus

# The forbidden term, put in by hand, removes the degeneracy.
with_D = basic + chiral_D*(pz*dy - py*dz)
d_plus = relax(with_D, 0.5)[0]
d_minus = relax(with_D, -0.9, 0.3)[0]
split_formula = 2*np.pi*chiral_D*peak_formula
assert abs((d_minus - d_plus)/split_formula - 1) < 1e-2

print(f"Wall model: gamma = {gamma}, D = {chiral_D} (dimensionless)")
print(f"  Bloch wall energy, relaxed / formula: {e_plus:.4f} / {bloch_formula:.4f}")
print(f"  Ising wall energy, relaxed / formula: {e_ising:.4f} / {ising_formula:.4f}")
print(f"  peak Py, relaxed / formula: {f_plus[0].max():.4f} / {peak_formula:.4f}")
print(f"  H of the two hands: {h_plus:.4f}, {h_minus:.4f}")
print(f"  inversion-only parent, two energies: {l_plus:.6f}, {l_minus:.6f}")
print(f"  inversion-only parent, two H: {lh_plus:.4f}, {lh_minus:.4f}")
print(f"  same parent, only Py reversed, energy: {l_flip:.6f}")
print(f"  splitting with D, relaxed / formula: {d_minus-d_plus:.5f} / {split_formula:.5f}")

# ---------- 5. Ferroelectric nematic cell, rough RM734-like values ----------
P0 = 0.05              # C/m2
K = 5e-12              # N
d = 5e-6               # m
T = 400.0              # K
pitch = 1e-3           # m, pitch caused by a trace of chiral impurity
misalign = np.deg2rad(1.0)
stray = 1.0            # V/m, in plane, normal to the anchoring axis
W = 1e-4               # J/m2, polar anchoring strength
eps_r = 10.0           # dielectric constant without the polar response
u = np.linspace(0, 1, 4001)


def twist(end_angle, field=0.0):
    """Relaxed energy per area and H per area for theta(0)=0, theta(d)=end_angle."""
    torque = field*P0*d**2/K
    start = np.linspace(0, 1, 101)
    sol = solve_bvp(lambda s, t: np.vstack([t[1], -torque*np.cos(t[0])]),
                    lambda a, b: np.array([a[0], b[0] - end_angle]),
                    start, np.vstack([end_angle*start, end_angle + 0*start]),
                    tol=1e-9, max_nodes=20000)
    assert sol.success
    angle = sol.sol(u)[0]
    Py, Pz = P0*np.sin(angle), P0*np.cos(angle)
    Py1 = np.gradient(Py, u*d, edge_order=2)
    Pz1 = np.gradient(Pz, u*d, edge_order=2)
    density = K*(Py1**2 + Pz1**2)/(2*P0**2) - field*Py
    return simpson(density, x=u*d), simpson(Pz*Py1 - Py*Pz1, x=u*d)


sigma = K*np.pi**2/(2*d)
left, H_left = twist(np.pi)
right, H_right = twist(-np.pi)
assert abs(left/sigma - 1) < 1e-5 and abs(right/sigma - 1) < 1e-5
assert abs(H_left/(np.pi*P0**2) - 1) < 1e-5
assert abs(H_right/(-np.pi*P0**2) - 1) < 1e-5

D = 2*np.pi*K/(pitch*P0**2)


def helix_energy(q_scaled):
    q = q_scaled/pitch
    s = np.linspace(0, pitch, 4001)
    Py, Pz = P0*np.sin(q*s), P0*np.cos(q*s)
    a, b = np.gradient(Py, s, edge_order=2), np.gradient(Pz, s, edge_order=2)
    f = K*(a**2 + b**2)/(2*P0**2) + D*(Pz*a - Py*b)
    return simpson(f, x=s)/pitch*pitch**2/K


best_q = minimize_scalar(helix_energy, bounds=(-15, 15), method="bounded").x
assert abs(best_q/(-2*np.pi) - 1) < 1e-3
split_pitch = D*(H_left - H_right)
assert abs(split_pitch/(4*np.pi**2*K/pitch) - 1) < 1e-4
split_rub = twist(-(np.pi + misalign))[0] - twist(np.pi - misalign)[0]
assert abs(split_rub/(2*np.pi*K*misalign/d) - 1) < 1e-3
split_field = twist(-np.pi, stray)[0] - twist(np.pi, stray)[0]
field_formula = 4*stray*P0*d/np.pi
assert abs(split_field/field_formula - 1) < 1e-2  # formula is first order in field
equal_field = stray*split_pitch/field_formula

slip = minimize_scalar(lambda a: K*(np.pi - 2*a)**2/(2*d) + 2*W*(1 - np.cos(a)),
                       bounds=(0, 0.5), method="bounded", options=dict(xatol=1e-10))
soft_factor = slip.fun/sigma
assert abs(soft_factor - 1/(1 + 2*K/(W*d))) < 1e-4
# Splay-bend path between grounded plates: P turns through the cell normal.
Px = P0*np.sin(np.pi*u)
Ex = -(Px - simpson(Px, x=u))/(constants.epsilon_0*eps_r)
splay_cost = simpson(constants.epsilon_0*eps_r*Ex**2/2, x=u*d)
assert splay_cost > 1e3*sigma
kT = constants.k*T
area_kT = kT/split_pitch

print("Ferroelectric nematic cell (rough RM734-like values)")
print(f"  polarization P0: {P0*100:.1f} uC/cm2")
print(f"  twist constant K: {K*1e12:.1f} pN")
print(f"  thickness d: {d*1e6:.1f} um")
print(f"  temperature: {T:.0f} K")
print(f"  twist energy, left / right: {left*1e6:.4f} / {right*1e6:.4f} uJ/m2")
print(f"  H per area, left / right: {H_left:.5f} / {H_right:.5f} C2/m4")
print(f"  impurity pitch: {pitch*1e3:.1f} mm")
print(f"  coefficient D for that pitch: {D:.3e} J m2/C2")
print(f"  splitting from impurity: {split_pitch*1e6:.4f} uJ/m2")
print(f"  same, relative to twist energy: {100*split_pitch/sigma:.2f} %")
print(f"  area where this splitting equals kT: {area_kT*1e12:.4f} um2")
print("Neglected effects")
print(f"  misalignment: {np.rad2deg(misalign):.1f} deg")
print(f"  splitting from misalignment: {split_rub*1e6:.4f} uJ/m2")
print(f"  stray in-plane field: {stray/100:.3f} V/cm")
print(f"  splitting from stray field: {split_field*1e6:.4f} uJ/m2")
print(f"  same, first-order formula: {field_formula*1e6:.4f} uJ/m2")
print(f"  field that matches the impurity: {equal_field/100:.5f} V/cm")
print(f"  anchoring strength W: {W*1e6:.0f} uJ/m2")
print(f"  twist energy lowered by finite anchoring: {100*(1-soft_factor):.2f} %")
print(f"  dielectric constant for splay-bend path: {eps_r:.0f}")
print(f"  electrostatic cost of splay-bend path: {splay_cost:.2f} J/m2")
print(f"  same, relative to twist energy: {splay_cost/sigma:.2e}")
print("tests ok")
```

Output:

```
Sign of P.curl P under each operation:
  inversion: -1
  mirror: -1
  rotation: +1
Point group: order, bulk Lifshitz invariants, P.curl P allowed (1/0):
  -1: 2, 0, 0
  m-3m: 48, 0, 0
  432: 24, 1, 1
  -43m: 24, 0, 0
  -42m: 8, 1, 0
  4mm: 8, 1, 0
Wall model: gamma = 0.2, D = 0.01 (dimensionless)
  Bloch wall energy, relaxed / formula: 0.7752 / 0.7752
  Ising wall energy, relaxed / formula: 0.9430 / 0.9428
  peak Py, relaxed / formula: 0.7747 / 0.7746
  H of the two hands: -2.4337, 2.4337
  inversion-only parent, two energies: 0.677222, 0.677222
  inversion-only parent, two H: -2.6465, 2.6465
  same parent, only Py reversed, energy: 0.726610
  splitting with D, relaxed / formula: 0.04867 / 0.04867
Ferroelectric nematic cell (rough RM734-like values)
  polarization P0: 5.0 uC/cm2
  twist constant K: 5.0 pN
  thickness d: 5.0 um
  temperature: 400 K
  twist energy, left / right: 4.9348 / 4.9348 uJ/m2
  H per area, left / right: 0.00785 / -0.00785 C2/m4
  impurity pitch: 1.0 mm
  coefficient D for that pitch: 1.257e-05 J m2/C2
  splitting from impurity: 0.1974 uJ/m2
  same, relative to twist energy: 4.00 %
  area where this splitting equals kT: 0.0280 um2
Neglected effects
  misalignment: 1.0 deg
  splitting from misalignment: 0.1097 uJ/m2
  stray in-plane field: 0.010 V/cm
  splitting from stray field: 0.3183 uJ/m2
  same, first-order formula: 0.3183 uJ/m2
  field that matches the impurity: 0.00620 V/cm
  anchoring strength W: 100 uJ/m2
  twist energy lowered by finite anchoring: 1.96 %
  dielectric constant for splay-bend path: 10
  electrostatic cost of splay-bend path: 6.69 J/m2
  same, relative to twist energy: 1.35e+06
tests ok
```
